\section*{A Dirac fermion with the non-Hermitian mass m1 + m2 gamma5}

\section*{Problem}

Set $\hbar=c=1$. The Dirac matrices $\alpha_i$ and $\beta$ are Hermitian, square to one and anticommute with one another. The Hermitian matrix $\gamma_5$ satisfies $\gamma_5^2=1$, commutes with $\alpha_i$ and anticommutes with $\beta$. For real $m_1>0$ and real $m_2$, a plane wave of momentum $\mathbf p$ evolves with
\begin{equation}
H(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta(m_1+m_2\gamma_5).
\end{equation}
A \emph{metric} is a positive definite Hermitian matrix $\eta$ with $H^\dagger\eta=\eta H$. It makes $\psi^\dagger\eta\psi$ a conserved norm. An \emph{exceptional point} is a parameter value at which eigenvalues merge and $H$ ceases to be diagonalizable.

\begin{enumerate}
\item[(a)] Show that $E^2=p^2+m_1^2-m_2^2$.
\item[(b)] For $|m_2|<m_1$, construct a metric that does not depend on $\mathbf p$. How much freedom is left in it?
\item[(c)] Find the exceptional points for each $\mathbf p$. Which one is reached first as $|m_2|$ grows from zero?
\item[(d)] Evaluate the results for the round model values $m_1=5$~MeV, $m_2=3$~MeV, $\mathbf p=(1,2,2)$~MeV.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Split $H$ into its Hermitian and anti-Hermitian parts. How do they commute?
\item[(b)] Write $m_1+m_2\gamma_5$ as an exponential of $\gamma_5$, and move half of the exponent through $\beta$.
\item[(c)] A matrix with $H^2=E^2\neq0$ is diagonalizable. What remains when $E=0$?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Dispersion relation}

Since $(\beta\gamma_5)^\dagger=\gamma_5\beta=-\beta\gamma_5$, the two parts are
\begin{equation}
H=A+B,\qquad A=\boldsymbol\alpha\cdot\mathbf p+m_1\beta=A^\dagger,\qquad B=m_2\beta\gamma_5=-B^\dagger .
\end{equation}
The matrices in $A$ anticommute, so its cross terms cancel and $A^2=p^2+m_1^2\equiv\varepsilon^2$. For $B$,
\begin{equation}
B^2=m_2^2\,\beta\gamma_5\beta\gamma_5=-m_2^2\,\beta^2\gamma_5^2=-m_2^2 .
\end{equation}
This is the origin of the minus sign. The parts anticommute, because
\begin{align}
\alpha_i\beta\gamma_5&=-\beta\alpha_i\gamma_5=-\beta\gamma_5\alpha_i,\\
\beta(\beta\gamma_5)+(\beta\gamma_5)\beta&=\gamma_5-\gamma_5=0 .
\end{align}
Therefore
\begin{equation}
H^2=A^2+B^2+(AB+BA)=p^2+m_1^2-m_2^2 ,
\end{equation}
and every eigenvalue obeys $E^2=p^2+m_1^2-m_2^2$. Each of $\alpha_i$, $\beta$ and $\beta\gamma_5$ anticommutes with an invertible matrix and is therefore traceless. Hence $\operatorname{tr}H=0$, and for $E\neq0$ the values $+E$ and $-E$ each occur twice.

The factor $i$ matters. The mass $m_1+im_2\gamma_5$ gives a Hermitian $H$, and replacing $m_2$ by $im_2$ turns $-m_2^2$ into $+m_2^2$.

\subsection*{(b) The positive metric}

For $|m_2|<m_1$ define real $M>0$ and $\theta$ by
\begin{equation}
m_1=M\cosh\theta,\quad m_2=M\sinh\theta,\quad M=\sqrt{m_1^2-m_2^2}.
\end{equation}
Because $\gamma_5^2=1$, one has $m_1+m_2\gamma_5=Me^{\theta\gamma_5}$. Let $S=e^{\theta\gamma_5/2}$, which is Hermitian and commutes with $\alpha_i$. Anticommutation gives $S\beta=\beta S^{-1}$, so
\begin{equation}
h\equiv SHS^{-1}=\boldsymbol\alpha\cdot\mathbf p+M\beta\,S^{-1}e^{\theta\gamma_5}S^{-1}
=\boldsymbol\alpha\cdot\mathbf p+M\beta .
\end{equation}
This is the ordinary Hermitian Dirac Hamiltonian with mass $M$. From $H=S^{-1}hS$ follows $H^\dagger=ShS^{-1}$, and then $H^\dagger S^2=ShS=S^2(S^{-1}hS)=S^2H$. The metric is
\begin{equation}
\eta=S^2=e^{\theta\gamma_5}=\frac{m_1+m_2\gamma_5}{\sqrt{m_1^2-m_2^2}} .
\end{equation}
Its eigenvalues $e^{\pm\theta}$ are positive.

\paragraph{Remaining freedom.} Let $X$ satisfy $H^\dagger X=XH$ for every $\mathbf p$, and put $Y=S^{-1}XS^{-1}$. Multiplying $ShS^{-1}X=XS^{-1}hS$ by $S^{-1}$ on both sides gives $hY=Yh$. The case $\mathbf p=0$ shows that $Y$ commutes with $\beta$; the terms linear in $\mathbf p$ show that it commutes with each $\alpha_i$. Products of these matrices span all $4\times4$ matrices, so $Y$ is a number. The momentum-independent metric is thus unique up to a positive factor. At a single $\mathbf p$ the condition is weaker: $Y$ need only commute with $h(\mathbf p)$, which has two doubly degenerate levels. This leaves a space of dimension $2^2+2^2=8$.

\paragraph{Local conservation.} In position space $\partial_t\psi=-\boldsymbol\alpha\cdot\nabla\psi-i\Gamma\psi$ with $\Gamma=\beta(m_1+m_2\gamma_5)$. Since $\eta$ commutes with $\boldsymbol\alpha$,
\begin{equation}
\partial_t(\psi^\dagger\eta\psi)+\nabla\cdot(\psi^\dagger\eta\boldsymbol\alpha\psi)
=i\psi^\dagger(\Gamma^\dagger\eta-\eta\Gamma)\psi=0 .
\end{equation}
The last step is the metric condition at $\mathbf p=0$. With $\eta$ replaced by 1, the right-hand side is $-2im_2\psi^\dagger\beta\gamma_5\psi$, so the ordinary density has a local source.

\subsection*{(c) Exceptional points}

If $E\ne0$, then $(H-E)(H+E)=0$ with distinct roots, and $H$ is diagonalizable. An exceptional point therefore requires $E=0$. There $H^2=0$, while $H+H^\dagger=2A\neq0$ because $\varepsilon\ge m_1>0$. A nonzero matrix whose square vanishes is not diagonalizable. The exceptional points are
\begin{equation}
|m_2|=m_c(\mathbf p)=\sqrt{m_1^2+p^2}.
\end{equation}
The smallest value is $|m_2|=m_1$, reached by the mode $\mathbf p=0$. At that same $m_2$, modes with $\mathbf p\neq0$ have $E=\pm|\mathbf p|$ and remain diagonalizable.

\paragraph{How the states merge.} Take $m_2\ne0$, a unit vector $a$ with $Aa=\varepsilon a$, and $b=Ba/m_2$. Then $Ab=-BAa/m_2=-\varepsilon b$, and $b$ is a unit vector because $B^\dagger B=-B^2=m_2^2$. It is orthogonal to $a$, as it belongs to another eigenvalue of $A$. With $Ba=m_2b$ and $Bb=-m_2a$, $H$ acts on the pair $(a,b)$ as
\begin{equation}
\begin{pmatrix}\varepsilon&-m_2\\ m_2&-\varepsilon\end{pmatrix}.
\end{equation}
Two orthonormal choices of $a$ give two such blocks. At $|m_2|=\varepsilon$ each is a nonzero nilpotent matrix, so $H$ has rank 2 and two Jordan blocks of size 2.

For $0<|m_2|<\varepsilon$ the eigenvectors for $\pm E$ are $(m_2,\varepsilon\mp E)$. Their inner product is $m_2^2+\varepsilon^2-E^2=2m_2^2$. Their squared lengths are $m_2^2+(\varepsilon\mp E)^2=2\varepsilon(\varepsilon\mp E)$, so the product of the lengths is $2\varepsilon\sqrt{\varepsilon^2-E^2}=2\varepsilon|m_2|$. The normalized overlap is
\begin{equation}
\frac{2m_2^2}{2\varepsilon|m_2|}=\frac{|m_2|}{\varepsilon}\longrightarrow1 .
\end{equation}
At a distance $\delta$ below the point, $|m_2|=m_c-\delta$ gives $E^2=2m_c\delta-\delta^2$, hence $E\simeq\sqrt{2m_c\delta}$ for $\delta\ll m_c$.

Chirality shows what happens at $\mathbf p=0$. The mass term turns a state with $\gamma_5=+1$ into one with $\gamma_5=-1$ with amplitude $m_1+m_2$, and acts in reverse with amplitude $m_1-m_2$. At $m_2=m_1$ the reverse process stops. The unnormalized metric $m_1+m_2\gamma_5$ then becomes $m_1(1+\gamma_5)$, which gives zero norm to one chirality and is no longer positive definite.

Summing the exponential series with $H^2=E^2$ gives
\begin{equation}
e^{-iHt}=\cos Et-\frac{iH}{E}\sin Et\;\xrightarrow{\;E\to0\;}\;1-iHt .
\end{equation}
At the exceptional point a state with $H\psi\neq0$ therefore acquires a part that grows linearly in time, while a state with $H\psi=0$ stays constant.

\subsection*{(d) Numbers}

Here $p^2=1+4+4=9$~MeV$^2$, so
\begin{align}
E&=\pm\sqrt{9+25-9}~\mathrm{MeV}=\pm5~\mathrm{MeV},\\
M&=\sqrt{25-9}~\mathrm{MeV}=4~\mathrm{MeV},\qquad \theta=\operatorname{artanh}(3/5)=0.693,\\
\eta&=(5+3\gamma_5)/4,\qquad\text{with eigenvalues }2\text{ and }1/2 .
\end{align}
The Hermitian mass with $im_2\gamma_5$ would instead give $|E|=\sqrt{43}~\mathrm{MeV}=6.557$~MeV.

With $\varepsilon=\sqrt{34}~\mathrm{MeV}=5.831$~MeV, the overlap of the two energy eigenspaces is $3/5.831=0.514$. In a Hermitian problem it would be zero. Bisection on numerically computed eigenvalues places the exceptional values of $m_2$ at 5.000~MeV for $\mathbf p=0$ and 5.831~MeV for the chosen momentum, in agreement with $m_c$. At $\mathbf p=0$ and $\delta=10^{-4}$~MeV, diagonalization and the square-root law both give $E=0.0316$~MeV. Increasing $\delta$ a hundredfold multiplies $E$ by 9.995; the small deficit from 10 comes from the term $-\delta^2$.

The ordinary norm can vary, but within limits. Since $e^{-|\theta|}\psi^\dagger\psi\le\psi^\dagger\eta\psi\le e^{|\theta|}\psi^\dagger\psi$ and the middle quantity is constant, $\psi^\dagger\psi$ can grow by at most $e^{2|\theta|}=4$. At $\mathbf p=0$ this factor is reached at $t=\pi/(2M)=0.393~\mathrm{MeV}^{-1}$.

The numerical output also checks the continuity equation at one point of a superposition of two plane waves, each with a dimensionless spinor of unit length at $t=0$. The balance is $-1.7\times10^{-9}$~MeV with $\eta$, which is finite-difference error, and 24.36~MeV without it, equal to the predicted source.

\section*{Variation 1: one mode with $m_1<|m_2|<\varepsilon$}

\emph{Can a single mode keep a metric although $|m_2|>m_1$?} Take $m_2=5.5$~MeV with the same $m_1$ and $\mathbf p$. The energy is real: $E=\sqrt{34-30.25}~\mathrm{MeV}=1.936$~MeV. The matrix $1+(m_2/m_1)\gamma_5$ has eigenvalues $-0.1$ and $2.1$, so it is not positive. However,
\begin{equation}
\eta_{\mathbf p}=1+\frac{H^\dagger H}{E^2},\qquad
\eta_{\mathbf p}H=H+\frac{H^\dagger H^2}{E^2}=H+H^\dagger
\end{equation}
is a metric: $\eta_{\mathbf p}$ is positive, and $\eta_{\mathbf p}H$ is Hermitian, hence equal to $H^\dagger\eta_{\mathbf p}$. Its price is its dependence on $\mathbf p$.

The $2\times2$ block gives $H^\dagger H$ the eigenvalues $(\varepsilon\pm|m_2|)^2$. As $E^2=(\varepsilon-|m_2|)(\varepsilon+|m_2|)$, those of $\eta_{\mathbf p}$ are $2\varepsilon/(\varepsilon\mp|m_2|)$. Their ratio, the condition number, is
\begin{equation}
\frac{\varepsilon+|m_2|}{\varepsilon-|m_2|}=34.24 .
\end{equation}
No metric for this mode does better. With $K=H/E$, any metric $X$ obeys $K^\dagger XK=XK^2=X$. If $x_{\min}$ and $x_{\max}$ are its extreme eigenvalues, then $x_{\min}|Kv|^2\le v^\dagger Xv\le x_{\max}|v|^2$ for all $v$. Hence $x_{\max}/x_{\min}\ge\|K\|^2=(\varepsilon+|m_2|)^2/E^2$, which is the same ratio.

At $|m_2|=m_1$ this bound diverges as $\mathbf p\to0$. Even if the single mode $\mathbf p=0$ is left out, no choice of metrics keeps the condition number bounded over all momenta.

\section*{Variation 2: beyond the exceptional point}

\emph{What happens for $m_2=7$~MeV?} Modes with $p^2<m_2^2-m_1^2$ have $E=\pm i\kappa$, where $\kappa=\sqrt{m_2^2-m_1^2-p^2}$. The boundary is $|\mathbf p|=\sqrt{49-25}~\mathrm{MeV}=4.899$~MeV. The growth rate of the amplitude is 4.899~MeV at $\mathbf p=0$, where it is largest, and $\sqrt{15}~\mathrm{MeV}=3.873$~MeV at the chosen momentum.

These modes have no metric. Let $Hu=i\kappa u$ and $H^\dagger X=XH$ with $X$ Hermitian. Evaluating $u^\dagger H^\dagger Xu=u^\dagger XHu$ on both sides gives
\begin{equation}
-i\kappa\,u^\dagger Xu=i\kappa\,u^\dagger Xu\quad\Rightarrow\quad u^\dagger Xu=0,
\end{equation}
so $X$ is not positive definite. On the boundary $\kappa=0$, choose $u=Hw\neq0$. Then $u^\dagger Xu=w^\dagger H^\dagger XHw=w^\dagger XH^2w=0$, with the same conclusion. Real energies with a positive norm for all momenta therefore require $|m_2|<m_1$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
m1 = 5.0 MeV, m2 = 3.0 MeV
p = (1, 2, 2) MeV, |p| = 3.0000 MeV
eigenvalues of H(p): [-5. -5.  5.  5.] MeV
E from the dispersion formula = 5.000000 MeV
E with Hermitian mass i*m2*gamma5 = 6.557439 MeV
M = 4.000000 MeV, theta = 0.693147 (no unit)
eigenvalues of eta: [0.5 0.5 2.  2. ] (no unit)
dimension of metric space, one p: 8
dimension of metric space, all tested p: 1
local balance with eta = -1.7e-09 MeV (density scale 1)
local balance without eta = 24.363546 MeV
predicted source without eta = 24.363546 MeV
eps at chosen p = 5.830952 MeV
singular values of H(p): 8.830952, 2.830952 MeV
overlap of +E and -E spaces = 0.514496 (no unit)
largest ordinary-norm gain at p=0 = 4.000000 (no unit)
time of largest gain = 0.392699 1/MeV
exceptional m2 at p=0, bisection = 5.000000 MeV
exceptional m2 at chosen p, bisection = 5.830952 MeV
rank of H at these two points: 2 2
distance below point at p=0 = 1.0e-04 MeV
E there, diagonalization = 0.031623 MeV
E there, square-root law = 0.031623 MeV
E ratio for 100 times the distance = 9.9950
intermediate case m2 = 5.5 MeV
E at chosen p, intermediate case = 1.936492 MeV
condition number of eta_p = 34.2375 (no unit)
lower bound for any metric = 34.2375 (no unit)
eigenvalues of 1+(m2/m1)gamma5 there: [-0.1 -0.1  2.1  2.1]
broken case m2 = 7.0 MeV
critical momentum = 4.898979 MeV
imaginary part of E at p=0 = 4.898979 MeV
imaginary part of E at chosen p = 3.872983 MeV
\end{verbatim}
